# Why strain can lengthen the spin lifetime of an acceptor

## Two states that strain cannot connect

Take a hole bound to an acceptor, with total angular momentum $J=3/2$, and look at its states $m=\pm1/2$ along $z$. In this description strain acts through products of two components of $\mathbf J$. Write $\{A,B\}=(AB+BA)/2$ and consider the products in turn.

- $J_z^2$ has the same value, $1/4$, in both states.
- $J_x^2-J_y^2$ and $\{J_x,J_y\}$ change $m$ by $\pm2$, so they cannot link states whose $m$ differs by 1.
- $\{J_x,J_z\}$ changes $m$ by $\pm1$, but
$$\langle m'|\{J_x,J_z\}|m\rangle=\frac{m+m'}{2}\langle m'|J_x|m\rangle ,$$
which vanishes for $m=-m'=\tfrac12$. The same holds for $\{J_y,J_z\}$.

Strain therefore neither splits nor flips this pair. Between $m=1/2$ and $m=3/2$ the prefactor is 1, and strain does connect the states. The spin lifetime of an acceptor depends on which pair carries the spin, and static strain makes that choice.

## The reason is time reversal

The cancellation does not depend on $J=3/2$. Let $\Theta$ be time reversal. It is antiunitary, $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$, and for an odd number of holes $\Theta^2=-1$. A static electric potential and a strain are time-even: $V$ is Hermitian and $\Theta V=V\Theta$. For any state $\psi$,
$$\langle\psi|V\Theta\psi\rangle=\langle\Theta V\Theta\psi|\Theta\psi\rangle=\langle V\Theta^2\psi|\Theta\psi\rangle=-\langle V\psi|\Theta\psi\rangle=-\langle\psi|V\Theta\psi\rangle .$$
The steps use antiunitarity, $\Theta V=V\Theta$, $\Theta^2=-1$ and hermiticity. A number equal to its own negative is zero. The diagonal elements agree:
$$\langle\Theta\psi|V\Theta\psi\rangle=\langle\Theta\psi|\Theta V\psi\rangle=\langle V\psi|\psi\rangle=\langle\psi|V|\psi\rangle .$$

Setting $V=1$ in the first line shows that $\psi$ and $\Theta\psi$ are orthogonal. If the Hamiltonian $H$ is time-even, they also share one energy: they form a Kramers doublet. With $P$ the projector on it, $PVP=vP$, where $v$ is a number. Since $H+V$ is again time-even, its levels are again Kramers pairs, so a strong static $V$ cannot split the doublet either.

The sign of $\Theta^2$ is essential. The states $m=\pm1$ of a spin $J=1$ are also time-reversed partners, but there $\Theta^2=+1$, and $J_x^2-J_y^2$ connects them with matrix element 1.

The proof used no spherical symmetry, no inversion symmetry and no fixed number of bands. A numerical model with six bands, cubic anisotropy, a split-off energy of 44 meV and a tetrahedral potential illustrates this. Its hole sits in a harmonic well, so it tests symmetry and is not a computed acceptor. Its unstrained fourfold ground level has an electric dipole coupling of 0.053 $e\,$nm. Under 0.03 % biaxial strain the coupling inside the lowest doublet is $2\times10^{-15}\,e\,$nm, which is rounding error.

## What strain changes

An unstrained acceptor in silicon has a fourfold ground level, that is, two Kramers pairs at one energy. Time reversal forbids coupling between a state and its own partner, not between the pairs. For hole energies and tensor strain $\varepsilon_{ij}$,
$$V=\sum_{ij}D_{ij}\varepsilon_{ij},\qquad D_{ii}=b'\left(J_i^2-\tfrac54\right),\qquad D_{xy}=\frac{d'}{\sqrt3}\{J_x,J_y\},$$
and cyclically, with deformation potentials $b'$ and $d'$.

Now apply a biaxial tension $\varepsilon_{xx}=\varepsilon_{yy}=e$. The free surface normal to $z$ requires $\varepsilon_{zz}=-2(C_{12}/C_{11})e$, with $C_{ij}$ the elastic constants. Because $J_x^2+J_y^2=\tfrac{15}{4}-J_z^2$, the static term is
$$b'(\varepsilon_{zz}-e)\left(J_z^2-\tfrac54\right)=-b'\left(1+\frac{2C_{12}}{C_{11}}\right)e\left(J_z^2-\tfrac54\right).$$
The last bracket is $+1$ for $m=\pm3/2$ and $-1$ for $m=\pm1/2$. With $b'<0$ the pair $m=\pm1/2$ is lowest, separated from the other by
$$\Delta=2|b'|\left(1+\frac{2C_{12}}{C_{11}}\right)e .$$
For $b'=-1.4$ eV, $C_{12}/C_{11}=0.39$ and $e=0.03\,\%$, this is $2\times1.4\times1.78\times0.0003$ eV $=1.495$ meV. The spin now lives in one isolated doublet.

## The magnetic field lets some coupling back in

The Zeeman term $Z$ is time-odd, so the theorem no longer covers the full Hamiltonian. Let $\mathbf B$ lie in the $xz$ plane at angle $\theta$ to $z$, with
$$Z=g_1\mu_BB(\sin\theta\,J_x+\cos\theta\,J_z),\qquad h=g_1\mu_BB\sin\theta .$$
A further cubic Zeeman term with constant $g_2$ is set aside until later.

Let $|\pm\rangle$ diagonalize $Z$ within the doublet, and let $Q=1-P$ project on the upper pair. For $h\ll\Delta$ the first-order states are $|\pm\rangle-QZ|\pm\rangle/\Delta$, since the upper pair lies higher by $\Delta$. The flip element of $V$ becomes
$$\langle+|V|-\rangle-\frac1\Delta\langle+|VQZ+ZQV|-\rangle .$$
The first term is zero. Nor does the field rotate $|\pm\rangle$ within the doublet at order $h/\Delta$: the term that could do so, $PZQZP$, contains $Z$ twice, so it is time-even and only a number there. What remains is the operator
$$A=-\frac1\Delta P(VQZ+ZQV)P .$$
It contains $Z$ once, is time-odd, and may act on the spin. Physically, strain modulates the $g$ tensor.

To evaluate $A$, order the upper states as $(\tfrac32,-\tfrac32)$ and the lower as $(\tfrac12,-\tfrac12)$. $J_z$ does not link the pairs, and $J_x$ gives $QZP=\tfrac{\sqrt3}{2}h\,\mathbb 1$. From $J_+|\tfrac12\rangle=\sqrt3|\tfrac32\rangle$ and $J_+|-\tfrac12\rangle=2|\tfrac12\rangle$, the blocks from lower to upper pair are
$$J_x^2\to\tfrac{\sqrt3}2\sigma_x,\quad J_y^2\to-\tfrac{\sqrt3}2\sigma_x,\quad \{J_x,J_y\}\to\tfrac{\sqrt3}2\sigma_y,\quad \{J_x,J_z\}\to\tfrac{\sqrt3}2\sigma_z,\quad \{J_y,J_z\}\to-\tfrac{i\sqrt3}2\mathbb 1,$$
while $J_z^2$ gives zero. $A$ is $-\sqrt3h/(2\Delta)$ times the sum of a block and its Hermitian conjugate. This doubles the first four and cancels the last:
$$A_{xx}=-A_{yy}=-\frac{3b'h}{2\Delta}\sigma_x,\quad A_{xy}=-\frac{\sqrt3d'h}{2\Delta}\sigma_y,\quad A_{xz}=-\frac{\sqrt3d'h}{2\Delta}\sigma_z,\quad A_{yz}=A_{zz}=0 .$$

Within the doublet $J_x\to\sigma_x$ and $J_z\to\sigma_z/2$, so the spin is quantized along $\mathbf n\propto(2\sin\theta,0,\cos\theta)$. An operator $\mathbf a\cdot\boldsymbol\sigma$ with real $\mathbf a$ has squared flip element $|\mathbf a|^2-(\mathbf a\cdot\mathbf n)^2$. Summing over $ij$, with each off-diagonal component counted twice,
$$S=\frac92\left(\frac h\Delta\right)^2\left[b'^2n_z^2+\frac{d'^2}3(1+n_x^2)\right].$$
For $\mathbf B$ along $z$, $h=0$ and, within these four levels, $S=0$: the states keep their $m$, and the opening argument applies unchanged.

## From coupling to lifetime

The fluctuating strain comes from phonons. Take an isotropic medium of density $\rho$ and volume $\Omega$, and wavelengths much longer than the acceptor radius. Emitting a phonon of wavevector $\mathbf q$, polarization $\mathbf e$ and speed $v$ has squared matrix element $\frac{\hbar q^2}{2\rho\Omega\omega}|\hat{\mathbf q}\cdot D\cdot\mathbf e|^2(n+1)$, with $D$ standing for the flip elements of $D_{ij}$ and $n$ for the phonon occupation. The golden rule, with $q=\omega/v$ and a factor $1/(\hbar v)$ from the energy delta function, gives per polarization
$$\frac{2\pi}\hbar\,\frac{1}{(2\pi)^3}\,\frac{\omega^2}{v^2}\,\frac{1}{\hbar v}\,\frac{\hbar\omega}{2\rho v^2}(n+1)\int|\hat{\mathbf q}\cdot D\cdot\mathbf e|^2d\hat{\mathbf q}
=\frac{\omega^3(n+1)}{8\pi^2\rho\hbar v^5}\int|\hat{\mathbf q}\cdot D\cdot\mathbf e|^2d\hat{\mathbf q}.$$

The tensor $D$ is symmetric, and traceless because $\sum_iJ_i^2=\tfrac{15}4$. The average of $\hat q_i\hat q_j\hat q_k\hat q_l$ is $(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})/15$, so the longitudinal average is $\tfrac2{15}S$. All three polarizations together give $\tfrac13S$, which leaves $\tfrac15S$ for the two transverse ones. Multiply by $4\pi$ and add absorption, which replaces $n+1$ by $2n+1=\coth(\hbar\omega/2k_BT)$. A population difference decays at the sum of both rates:
$$\frac1{T_1}=\frac{\omega^3S}{2\pi\rho\hbar}\left[\frac2{15v_l^5}+\frac1{5v_t^5}\right]\coth\frac{\hbar\omega}{2k_BT}.$$
At low temperature and fixed field direction, $\omega^3\propto B^3$ and $S\propto B^2/\Delta^2$, so the rate varies as $B^5/\Delta^2$.

Compare strained and unstrained acceptors at the same field along $x$. The strained doublet has $\hbar\omega=2h$ and, with $n_x=1$, $S=3d'^2(h/\Delta)^2$.

Without strain the levels are $mh$, with $m$ now counted along $x$. The last step of a cold relaxation is from $-\tfrac12$ to $-\tfrac32$, at $\hbar\omega=h$. The operators $\{J_x,J_y\}$ and $\{J_x,J_z\}$ drive it, each with element of size $\tfrac{\sqrt3}2\cdot\tfrac{|d'|}{\sqrt3}=\tfrac{|d'|}2$. Counting each twice gives $S=4\cdot d'^2/4=d'^2$. The higher levels empty faster for the parameters used here, because they can emit at $2h$. Hence
$$\frac{T_1^{\rm strained}}{T_1^{\rm unstrained}}=\frac{d'^2h^3}{3d'^2(h/\Delta)^2(2h)^3}=\frac{\Delta^2}{24h^2}\qquad(k_BT\ll h\ll\Delta).$$
The doubled phonon energy costs a factor 8, and the weakened coupling must first repay it.

## A boron-like acceptor in silicon

Take $g_1=1.1$, $d'=-3.7$ eV, $\rho=2330$ kg/m³, $v_l=9000$ m/s, $v_t=5400$ m/s, $B=0.3$ T along $x$ and $T=25$ mK. Then $h=19.1$ µeV, $k_BT=2.15$ µeV and $h/\Delta=0.0128$. The coupling strength $S$ falls from 13.7 to $3\times13.7\times0.0128^2\approx0.0067$ eV². The ratio law gives $(1495/19.1)^2/24\approx255$. A rate calculation with all four levels gives $T_1=3.92$ µs without strain and 1.00 ms with it, a ratio of 255.5.

The same suppression acts on electric fields. Tetrahedral symmetry allows the term $(2p/\sqrt3)(F_z\{J_x,J_y\}+\text{cyclic})$. With $p=0.005\,e\,$nm and a field of 1 kV/cm along $z$, the flip element between the two lowest unstrained levels is $pF=0.50$ µeV. In the strained doublet the $\sigma_y$ result above turns it into $\sqrt3pFh/\Delta=0.011$ µeV.

## Where strain shortens the lifetime

With the field along $x$, a little strain hurts even in the cold; for a field close to $z$ it need not. At 0.001 %, $\Delta\approx0.05$ meV is only 2.6 times $h$, and the four-level $T_1$ drops from 3.9 to 1.9 µs. The ratio law is not accurate there, but it points the same way: it exceeds 1 only for $\Delta>\sqrt{24}\,h\approx4.9h$. At 0.003 % the lifetime has risen to 10.6 µs.

Heat breaks the isolation differently. The hole can absorb a phonon of energy $\Delta$, reach the upper doublet, and return to either spin state. No factor $h/\Delta$ protects these steps, and their rate scales as $\Delta^3/(e^{\Delta/k_BT}-1)$. This grows with strain until $\Delta\approx2.8k_BT$, then falls exponentially. At 1 K, $T_1$, taken as the slowest mode of the four-level rate equations, is 0.43 µs without strain, 0.024 µs at 0.003 %, 94 µs at 0.03 % and 2.4 ms at 0.1 %. Without strain this slowest mode carries only about a fifth of the magnetization; the rest decays in 0.15 µs. For the 0.03 % example the activated rate equals the direct one at 0.98 K.

Well below 1 K, two-phonon scattering is weaker than the direct process. Its static amplitude, of order $V^2/\Delta$, is again time-even and cannot flip the spin, so a further factor $\hbar\omega/\Delta$ appears, with $\hbar\omega\sim k_BT$ now the energy of the scattered phonon. An order-of-magnitude estimate gives 0.07 s⁻¹ at 0.3 K, against a direct rate near $10^3$ s⁻¹. The estimate grows as $T^9$: $T^3$ from each of the two phonon couplings, $T^2$ from the squared factor $\hbar\omega/\Delta$ and $T$ from the integral over phonon energy. At 1 K and 0.03 % strain it is therefore comparable to the direct rate, and it would shorten the 94 µs above, which leaves it out.

## Set beside real silicon

The material parameters are rough values for boron in silicon, so the millisecond is an order of magnitude. Three assumptions deserve attention.

- **Linear Zeeman term.** Real acceptors also have the cubic term $g_2\mu_B\sum_iJ_i^3B_i$. Within the doublet $J_x^3\to\tfrac52\sigma_x$, and between the pairs $J_x^3$ is $\tfrac74$ of $J_x$, so $|g_2|=0.03$ changes $\omega$ by 7 % and the mixing by 5 %. The direction depends on the relative sign of $g_1$ and $g_2$. With opposite signs ($g_2=-0.03$ here) the rate changes by $0.93^3\times0.95^2\approx0.73$ and $T_1$ becomes 1.37 ms. The values quoted for boron have equal signs: the rate then changes by $1.068^3\times1.048^2\approx1.34$ and $T_1$ falls to 0.75 ms.
- **Field direction.** At fixed field strength, turning $\mathbf B$ to 45° from $z$ gives 4.3 ms, and 10° gives 0.31 s for this direct process alone. Along $z$ the four-level rate vanishes, but in a real acceptor field and strain also couple the doublet to the split-off states. This leaves a small direct rate, and close to $z$ the $1/\Delta^2$ law fails.
- **Uniform strain and a small acceptor.** A residual strain of 0.0004 % already makes $\Delta=h$, so an "unstrained" reference needs a strain well below that value. For phonons of energy $\Delta$, $q$ times a 1.5 nm radius is 0.63. The long-wave formula is then only rough, with corrections of relative order $0.63^2\approx0.4$ to the activated rates.

Strain near 1 %, as in silicon grown on silicon-germanium, lies outside the model: the formula would give $\Delta\approx50$ meV, above the split-off energy. The theorem survives there, but the four-level rates do not.

A long $T_1$ does not by itself give long coherence. For $\mathbf B$ along $x$, $A_{xx}$ is parallel to the spin axis: a slow strain fluctuation flips nothing but shifts the precession frequency. Nuclear spins and the spins of neighbouring acceptors, left out here, act on the hole spin like magnetic fields, and time reversal gives no protection against them.

The numerical output below lists the values behind these figures.

## Numbers as computed

```
SIX-BAND SYMMETRY MODEL
gammas 4.3, 0.3, 1.4; split-off energy 44 meV
oscillator length 2.0 nm; xyz potential 3.0 meV/nm^3
band b, d: -2.2, -5.0 eV
quadruplet: electric dipole coupling 0.05287 e nm
quadruplet: |b'|, |d'| of model 1.921, 4.776 eV
model splitting at example strain 2.105 meV
doublet: largest dipole coupling 2e-15 e nm
doublet: shear coupling 5e-14 eV
finite fields: quadruplet splits by 9.15 meV
finite fields: doublet splits by 1e-13 meV
J=1 doublet: element of Jx^2-Jy^2 = 1.00
ACCEPTOR EXAMPLE: INPUTS
g1 1.1, b' -1.4 eV, d' -3.7 eV, p 0.005 e nm
density 2330 kg/m^3; sound vl 9000, vt 5400 m/s
C12/C11 0.39; strain 0.03 %; B 0.3 T; T 25 mK
RESULTS
strain splitting Delta 1.495 meV
h 19.10 ueV; h/Delta 0.01278; kT 2.15 ueV
lowest gap: unstrained 19.10, strained 38.20 ueV
S: unstrained 13.69, strained 0.00670 eV^2
T1 unstrained 3.92 us
T1 strained 1.002 ms; closed form 1.002 ms
T1 ratio 255.5; cold law 255.3
at 0.1 T, 10 mK: ratio 2300.6; law 2297.7
rate exponents: B 5.000, Delta -2.000
direct T1, B at 10 deg from z: 312.528 ms
direct T1, B at 45 deg from z: 4.299 ms
direct T1, B at 90 deg from z: 1.002 ms
1 kV/cm flip element: unstrained 0.500 ueV
1 kV/cm flip element: strained 0.01106 ueV
STRAIN SCAN: strain %, T1 at 25 mK in us, T1 at 1 K in us
0.000  3.922  0.4331
0.001  1.852  0.09777
0.003  10.57  0.02379
0.010  111.8  0.0425
0.030  1002  94.04
0.100  1.113e+04  2427
NEGLECTED OR LIMITING EFFECTS
T1 with cubic g2 = -0.03: 1.366 ms
fitted activation energy 1.493 meV
activated rate equals direct rate at 0.98 K
two-phonon rate: 25 mK 1e-11, 0.3 K 7e-02 1/s
q*radius (1.5 nm): spin flip 0.016, Delta 0.63
Delta / split-off energy 0.034
residual strain that gives Delta = h: 0.00038 %
field drop over radius / binding (45 meV) 0.0033
```
